Grain arrival and epitaxial survival during solid-phase regrowth

**The argument under review**

An amorphous layer recrystallizes by epitaxy from the crystal beneath it, while random grains nucleate and grow in the part not yet regrown. The argument computes the epitaxial fraction at a given height in three moves. The flat front would reach a point at a known time. The chance that no random grain gets there earlier follows from Poisson counting. Since whatever arrives first keeps the point, that chance is taken as the probability that the point becomes epitaxial.

The second move can be made rigorous. The third needs examination: if no grain has arrived by the time at which the front is due, has the front itself arrived?

**Model and the first-arrival count**

Let height be measured from the starting interface. The flat front advances at speed v, so it is due at height z at time T = z/v. After a sharp incubation time τ < T, grains nucleate at rate I per unit volume and time in amorphous material. They grow as balls of radial speed u = ev, with 0 < e < 1, until they meet other crystal. The layer is laterally unbounded, and for now the point lies farther than u(T − τ) from the free surface. Critical nuclei have negligible size.

A nucleus born at position r′ and time t′ can reach the point r by time T if

|r − r′| < u(T − t′).

Could the epitaxial crystal have prevented this nucleus, or stopped its growth? Follow the straight path from r′ to r. At time t the remaining distance is at most u(T − t), so the height on the path is at least

z − u(T − t) > z − v(T − t) = vt.

The inequality uses u < v. The whole path, birth included, lies ahead of the flat front, and epitaxy is never ahead of that front.

Other grains do not change the count either. Let imaginary nuclei also appear inside existing grains, at the same rate I. Among all nuclei, take the one with the earliest possible arrival at r. If another grain had covered its birthplace or crossed its path, that other grain could have gone on to r and arrived earlier still, contrary to the choice. The earliest arrival therefore belongs to a real, unobstructed grain, and imaginary nuclei may be counted without error.

At birth time t′ the dangerous nuclei fill a ball of radius u(T − t′). Their mean number is

N = I ∫ from τ to T of (4π/3)u³(T − t′)³ dt′
= (π/3) I u³ (T − τ)⁴,

because the integral of (T − t′)³ is (T − τ)⁴/4. The number is Poisson distributed, so

P(no grain reaches the point before T) = exp(−N).

Within the model, this part of the argument is correct.

**Where the inference fails**

If a grain arrives before T, the point is lost to epitaxy, which cannot come earlier than T. The converse does not follow. A grain lower down may have captured part of the vertical column beneath the point. That grain need not have reached the point by T, yet the front can no longer come straight up. It must make a detour, or it may never come, and the grain below may take the point in the meantime.

The valid implication runs one way: an epitaxial point was not reached first by a grain. Hence

P_epi ≤ exp(−N).

This bound holds for u ≤ v, provided no part of the epitaxial crystal outruns the flat front. It requires no rule for how a shadow closes.

A lower limit needs one more assumption: the front climbs at speed v through any column in which no grain has reached any point ahead of it. A free column then guarantees epitaxy. The epitaxial event lies between two others, a free column and no earlier grain at the point itself. To compute the gap between them, we need the shape of a grain's shadow.

**The region taken by direct arrival**

Let a nucleus be born a distance d = z′ − vt′ ahead of the flat front, at height z′. Describe a nearby point by its distance ρ from the nucleus and the angle θ from the growth direction. The grain needs time ρ/u to reach it. The unobstructed front needs (d + ρ cos θ)/v. The grain is first if

ρ/e < d + ρ cos θ,

that is, if

ρ < ed/(1 − e cos θ).

This is the inside of an ellipsoid of revolution with the nucleus at one focus and eccentricity e. Its long half-axis is a = ed/(1 − e²).

The shadow begins where the ellipsoid is widest. The half-width at angle θ is ρ sin θ, and its derivative vanishes when

cos θ (1 − e cos θ) − e sin²θ = cos θ − e = 0.

Call this angle θ₀, so that cos θ₀ = e, and write s = sin θ₀ = √(1 − e²). At the widest point ρ = a, and the half-width is b = as = ed/s. Points above the ellipsoid but within distance b of its axis cannot be reached by a straight vertical front.

**Counting nuclei for any shadow shape**

Suppose a grain takes the region ρ < d g(θ), where g fixes the shape and d the scale. Seen from the nucleus, let the chosen point lie at ρ and θ. The nucleus is then at height z′ = z − ρ cos θ, and the condition d > ρ/g becomes

vt′ < z − ρq, with q = cos θ + 1/g(θ).

Let L = z − vτ be the distance left to the point when nucleation begins. Harmful births occur during a time (L − ρq)/v, when this is positive. Their mean number is

M = (2πI/v) ∫ sin θ dθ ∫ from 0 to L/q of ρ²(L − ρq) dρ.

The inner integral is L⁴/(3q³) − L⁴/(4q³) = L⁴/(12q³). Since T − τ = L/v and u = ev, the direct count is N = πI e³L⁴/(3v). Division gives

K = M/N = ½ ∫ from 0 to π of sin θ dθ/(eq)³.

For the ellipsoid, 1/g = 1/e − cos θ, so eq = 1 and K = 1, which recovers the direct count.

**If shadows never heal**

Suppose first that the front moves only vertically. For θ > θ₀ the lost region still ends at the ellipsoid. For θ < θ₀ it is the cylinder ρ sin θ < b, open upward. There 1/g = s sin θ/e, and

eq = e cos θ + s sin θ = cos(θ₀ − θ).

The part of the integral beyond θ₀ is ∫ sin θ dθ = 1 + e. In the shadow set φ = θ₀ − θ and expand sin(θ₀ − φ):

∫ from 0 to θ₀ of sin(θ₀ − φ)/cos³φ dφ
= s ∫ dφ/cos²φ − e ∫ sin φ/cos³φ dφ
= s tan θ₀ − (e/2)tan²θ₀
= s²/e − s²/(2e)
= (1 − e²)/(2e).

Therefore

K_col = ½[1 + e + (1 − e²)/(2e)] = (1 + e)²/(4e).

A column is blocked as soon as one nucleus lies in this space-time region, so its survival probability is again a Poisson exponential. With the free-column assumption, the answer to the question raised by the argument is

exp[−N(1 + e)²/(4e)] ≤ P_epi ≤ exp(−N).

The lower expression is the epitaxial probability when shadows never heal. Since K_col − 1 = (1 − e)²/(4e), the two limits meet as e → 1. For grains nearly as fast as the front, shadows add little to the total count, because most of them begin above the point considered. The shadows that begin below it are narrow: their half-width ed/s is less than sL/e, which vanishes as e → 1.

For slow grains at fixed N, K_col grows as 1/(4e). If I, L and v are fixed instead, N falls as e³ and K_colN as e². Both losses vanish, but the shadow loss does so more slowly: direct capture scales with a grain's volume, an unhealed shadow with its cross-section.

**If the front can close behind a grain**

Now let the front advance at speed v in every direction. It leaves the widest point of the ellipsoid and creeps round the growing grain. To stay on the grain's surface it must move outward at speed u, which leaves √(v² − u²) for motion towards the axis:

dρ/dt = u, ρ dθ/dt = −√(v² − u²).

Their ratio gives dρ/dθ = −eρ/s. With ρ = a at θ = θ₀,

ρ = a exp[e(θ₀ − θ)/s], for 0 ≤ θ ≤ θ₀.

The grain's edge is a logarithmic spiral. It joins smoothly, since the vertical front direction at the widest point makes the angle θ₀ with the radius and cos θ₀ = u/v. By symmetry the front closes on the axis. For e = 0.5, a = 0.667d and the exponential on the axis is 1.830, so the tip stands 1.220d above the nucleus. Direct arrival alone would put it at 1.000d. Points between these heights on the axis are not reached by a grain before the flat front is due, yet they become part of the grain. Points above the tip become epitaxial, though some of them late.

In the counting formula the spiral gives, with φ = θ₀ − θ,

eq = e cos(θ₀ − φ) + s² exp(−eφ/s).

At φ = 0 this equals 1, and its first two derivatives vanish: they are es − es and −e² + e². The third derivative,

−e sin(θ₀ − φ) − (e³/s) exp(−eφ/s),

is negative for 0 ≤ φ ≤ θ₀. Hence eq < 1 throughout the shadow, and K_heal > 1. Since a single nucleus can cause this extra loss with nonzero probability, the upper bound remains strict even when shadows heal.

The difference is small because eq departs from 1 only at third order in φ. For fast grains φ itself stays small. For slow grains φ reaches about 1.5 rad, and it is the factor e in the third derivative that keeps the departure small. The largest departures lie near the axis, and the weight sin θ reduces their effect by about a further factor of two. Numerical integration over angle gives K_heal = 1.0079, 1.0114, 1.0084 and 1.0016 for e = 0.1, 0.2, 0.5 and 0.8. Without healing, K_col is 3.0250, 1.8000, 1.1250 and 1.0125.

For small N at fixed e, pairs of relevant nuclei enter at second order, so

1 − P_epi = K_heal N + O(N²).

This does not make exp(−K_heal N) the general result, because several grains can delay the front together. For illustration, I computed one two-dimensional growth map with e = 0.3 on a periodic grid 800 cells wide and 200 high, finding the front by shortest travel times around grains from 47 random draws of birthplace and birth time. Draws above the grid, behind the flat front or inside older grains were not removed, so 47 is not the number of real grains in the map. In the top 51 rows, 0.638 of the points had not been reached by a grain when the flat front was due, 0.636 became epitaxial, and 0.463 had free columns. In this one map, healing removed nearly all the shadow loss; other random draws can leave more of it. The fractions are not estimates for three dimensions.

**A point on the free surface**

For a point on the free surface, nuclei can exist only below it, so θ runs from 0 to π/2. Direct arrival then gives ½ ∫ sin θ dθ = ½. For an unhealed column, the part beyond θ₀ contributes e instead of 1 + e:

½[e + (1 − e²)/(2e)] = (1 + e²)/(4e).

These factors multiply N evaluated at the full layer thickness. Nucleation on the surface itself is left out.

**Numbers for a thick silicon layer**

Consider a 7 µm amorphous silicon layer on a (100) wafer, annealed at 600 °C. Take v = 1 nm/s, u = 0.2 nm/s, I = 2 × 10⁸ cm⁻³ s⁻¹ = 2 × 10⁻¹³ nm⁻³ s⁻¹ and τ = 3000 s. For a point at 6 µm, T = 6000 s. Grains can reach at most 0.2 × 3000 = 600 nm, less than the 1 µm to the surface. Then

N = (π/3)(2 × 10⁻¹³)(0.2)³(3000)⁴ = 0.136.

The chance that no grain comes first is exp(−0.136) = 0.873. The argument would report this as the epitaxial fraction. With e = 0.2, K_col = 1.2²/0.8 = 1.8, and the fraction without healing is exp(−1.8 × 0.136) = 0.783. With isotropic healing the first-order loss is 0.137, against 0.136 from direct arrival. To first order in N, the error in the argument is thus slight if the front closes isotropically behind grains. Without healing it is serious. The first-arrival count does not distinguish these cases.

The error also affects inference. If shadows do not heal and one equates −ln P_epi with N, the nucleation rate deduced at known u, v and τ is 1.8 times too high.

At the free surface T − τ = 4000 s, so N = 0.136 × (4/3)⁴ = 0.429. The upper bound is exp(−0.429/2) = 0.807. The column factor is 1.04/0.8 = 1.3, which gives 0.573 without healing.

**What a real layer changes**

The silicon values are rough, and the nucleation rate is known here only as an order of magnitude. Dividing or multiplying I by √10 moves the upper bound at 6 µm from 0.87 to 0.96 or 0.65. The speeds matter as much: u = 0.1 or 0.3 nm/s gives 0.98 or 0.63, and v = 0.9 or 1.1 nm/s gives 0.74 or 0.94. Without epitaxy the chosen I, u and τ would crystallize half the material in about 2 h. Pure amorphous silicon at 600 °C commonly takes longer, so these inputs are illustrative. The incubation time is also an assumed value; if it outlasts regrowth, the model gives no random grains. At the 6 µm point, τ = 2500 s gives N = 0.251 and τ = 3500 s gives 0.065, so the upper bound moves from 0.78 to 0.94. If v, u and 1/τ share a rough activation energy of 2.7 eV and nucleation has 5.0 eV, a 5 K rise increases N by 19%. This figure depends on the shared energy: it becomes 36% if u has 3.3 eV, and 50% if 1/τ has 3.5 eV. Giving nuclei an initial radius of 1 nm raises N by 0.7%, and a local 20 nm increase in the regrowth distance raises it by 2.7%.

The largest of the omitted effects estimated here is faceting. Silicon regrows slowly on {111} planes, which lie 35.26° from the vertical. If such facets were immobile, shadows could widen upward, and the free-column lower limit would fail. To size this effect, replace the cylinder by a round cone that opens at 35.26° and touches the ellipsoid. Numerical integration then gives K = 22.6 and a survival probability of 0.047. Most of this K comes from directions inside the cone angle α, where every nucleus ahead of the front is harmful and q = cos θ. They contribute tan²α/(4e³) = 0.5/0.032 = 15.6. Real facets move and are not round cones, so 0.047 is neither a prediction nor a bound. It indicates only that slow facets could matter much more than the other changes estimated above.

**Required correction**

The quantity exp(−N) should be called the probability of no earlier grain arrival, and used as an upper bound on epitaxy for u < v. Calling it the epitaxial fraction requires evidence that shadow losses are negligible under the conditions studied. If u > v, even the count must be redone, since it then includes nuclei placed behind the front, in material that may already be crystal.
